# Computing the Lieb functional by Newton maximization, and its conditioning, part 2

A Lieb maximization seeks the value $F[n]$ and the maximizing potential for a target density $n$. Hartree atomic units are used. For $N_e$ electrons $H_\lambda[v]=T+\lambda W+\sum_i v(x_i)$ has lowest eigenvalue $E_\lambda[v]$ ($\lambda$ is dropped when fixed), and
$$F[n]=\sup_v\Big\{E[v]-\int vn\Big\},\qquad \int n=N_e .$$
With $v_b=v_0+\sum_{t=1}^M b_tg_t$, $\int g_tg_u=\delta_{tu}$ and $\int g_t=0$, the concave objective $G(b)=E[v_b]-\int v_bn$ has maximum $F_M$. Let $\psi$ be the ground state of $v_b$, $n_b$ its density, $|k\rangle$ the excited states at $\omega_k$ above it, $\hat g_t=\sum_ig_t(x_i)$, $Q=1-|\psi\rangle\langle\psi|$ and $\chi=\delta n/\delta v$. Then
$$\frac{\partial G}{\partial b_t}=\int g_t\,(n_b-n),$$
$$A_{tu}\equiv-\frac{\partial^2G}{\partial b_t\partial b_u}=-\iint g_t\chi g_u=2\sum_{k>0}\frac{\langle\psi|\hat g_t|k\rangle\langle k|\hat g_u|\psi\rangle}{\omega_k}.$$
$A$ has eigenvalues $\mu_k$, smallest for the softest mode; $\mu$ and $\varepsilon$, the regularization strength, are in Ha$^{-1}$bohr$^{-1}$. Ensembles $\Gamma$ have density $n_\Gamma$. With $\delta=v_b-v^*$ and $\chi^*$ the response at $v^*$,
$$F-G(b)=\tfrac12\iint\delta(-\chi^*)\delta+O(\delta^3),\qquad F-F_M\approx\tfrac12\min_b\iint\delta(-\chi^*)\delta .$$

The example has two electrons in a singlet on $N=31$ sites $x_i=-6,\dots,6$ bohr, $h=0.4$ bohr, with hard walls, kinetic matrix $t_{ii}=1/h^2$, $t_{i,i\pm1}=-1/2h^2$, repulsion $1/\sqrt{x^2+1}$ and
$$v^*=-\frac{1.5}{\sqrt{(x+1)^2+1}}-\frac{0.5}{\sqrt{(x-1)^2+1}} .$$
Integrals mean $h\sum_i$. The target $n$ is the ground-state density of $v^*$ at $\lambda=1$. The cosine basis $g_k$, with wavenumbers $q_k=k\pi/Nh$, is complete at $M=30$, where $\mu_{\min}=3.89\times10^{-6}$. "Core" means the 18 sites with $n>0.01$ bohr$^{-1}$; the "scaled offset" is $v_0-v^*$ times 0.02.

At $\lambda=0$, $\phi_i=\sqrt{hn_i/2}$, $v_s=-(t\phi)/\phi$ and $F_0=T_s=2\phi^Tt\phi=\sum(\phi_{i+1}-\phi_i)^2/h^2$. With Hartree potential $v_H$ and energy $U$, $v_s=v^*+v_H/2+v_c$ and $E_c=F-T_s-U/2$. The start $v_0$ is $v_s-v_H/2$ at $\lambda=1$ and $v^*+v_H/2$ at $\lambda=0$.

The numerical output also covers earlier checks, with $W_\lambda=\langle W\rangle_\lambda$, $a=E-\min(V+W)$, $\kappa=\omega_1/(\omega_1+a+1)$ and the short-wave law $A_{kk}\approx2\int ng_k^2/\epsilon_q$, $\epsilon_q=(1-\cos qh)/h^2$.

## Errors in the target density

Let the basis be complete, with normalized eigenfunctions $u_k$ of $-\chi^*$, and perturb the target by $\delta n=\eta u_k$. Starting from $v^*$, to second order $G=F-\tfrac12\sum_j\mu_jb_j^2-\int v^*\delta n-\eta b_k$. Setting the derivative to zero gives $b_k=-\eta/\mu_k$, and substituting back, $-\eta^2/2\mu_k+\eta^2/\mu_k$,
$$\delta v=-\frac\eta{\mu_k}u_k,\qquad\Delta F=-\int v^*\delta n+\frac{\eta^2}{2\mu_k}.$$
This holds while $\delta v$ stays in the linear regime. With $\eta=0.02\mu_{\min}=7.78\times10^{-8}$ bohr$^{-1/2}$ along the softest mode, with the sign that lowers the density at $x=6$ bohr, a new maximization gives $\|\delta v\|=0.0201$ Ha bohr$^{1/2}$ against the predicted 0.0200 (tested to 3%); the formula gives $9.5\times10^{-8}$ for the stiffest mode. Meanwhile $\Delta F=1.907\times10^{-8}$ Ha, matching the formula (tested to about 2%), of which the second-order term is $\eta^2/2\mu_{\min}=7.8\times10^{-10}$ Ha. For the opposite sign the first-order term reverses and the formula gives $-1.75\times10^{-8}$ Ha. The first-order term is not amplified by $1/\mu_k$, and the second-order term is the potential error $\eta/\mu_k$ times the small factor $\eta/2$, so for noise along soft modes, in the linear regime, the value is far less sensitive than the potential. For the stiffest modes, where $1/\mu_k$ is of order one, the argument gives no such advantage. Outside that regime a small $\eta^2/\mu_k$ is no safeguard: if the noise makes the target density negative on any site, raising $v$ there increases $G$ without limit and $F=+\infty$.

## Regularization

Maximize $G^\varepsilon=G-\tfrac\varepsilon2|b|^2$, with maximum $F^\varepsilon$. The gradient gains $-\varepsilon b$ and $A$ becomes $A+\varepsilon$. Let $b^*$ be the unregularized solution and allow noise $\eta_k$. Up to a constant, each mode contributes $-\tfrac12\mu_k(b_k-b_k^*)^2-\eta_kb_k-\tfrac\varepsilon2b_k^2$ at second order, which is stationary at
$$b_k=\frac{\mu_kb_k^*-\eta_k}{\mu_k+\varepsilon},\qquad b_k-b_k^*=-\frac{\varepsilon b_k^*+\eta_k}{\mu_k+\varepsilon}.$$
Noise is amplified by at most $1/\varepsilon$. Without noise, modes with $\mu_k\ll\varepsilon$ stay near $v_0$; noise shifts them by about $-\eta_k/\varepsilon$. Bias and noise are equal at $\varepsilon|b_k^*|=|\eta_k|$, which suggests $\varepsilon\sim\|\delta n\|/|b^*|$ as an order of magnitude; this balance is not a minimization of the error, and the best $\varepsilon$ can differ from it by a factor of several. For $\eta=0$ the loss per mode is $\tfrac12b_k^{*2}(\mu_k\varepsilon^2+\varepsilon\mu_k^2)/(\mu_k+\varepsilon)^2$, so
$$F-F^\varepsilon\approx\tfrac12\sum_k\frac{\varepsilon\mu_k}{\mu_k+\varepsilon}b_k^{*2}.$$
Both formulas were tested, without noise, to 5% at $\varepsilon=10^{-3}$ with the scaled offset, and the ordering $F^\varepsilon<F$, rising as $\varepsilon$ falls, on the rows below (energies in Ha, $\lambda=1$, $M=30$).

| $\varepsilon$ | $F-F^\varepsilon$ | residual norm | max $\lvert\delta\rvert$, core | all sites | cond |
|---|---|---|---|---|---|
| 1e-2 | 2.60e-5 | 7.1e-4 | 2.0e-3 | 2.4e-2 | 83 |
| 1e-4 | 2.97e-7 | 7.6e-6 | 4.1e-5 | 1.4e-2 | 7.9e3 |
| 1e-6 | 3.09e-9 | 7.9e-8 | 4.0e-7 | 2.1e-3 | 1.7e5 |

For small $\varepsilon$ the loss tends to $\tfrac12\varepsilon|b^*|^2=0.5\times10^{-6}\times0.0787^2=3.10\times10^{-9}$ Ha and the residual to $\varepsilon|b^*|=7.9\times10^{-8}$, as in the last row. The core error falls roughly with $\varepsilon$ while the tail error lags; the softest mode is recovered to the fraction $3.89/103.89=4\%$ at $\varepsilon=10^{-4}$ and $3.89/4.89=80\%$ at $10^{-6}$.

With a complete basis $F^\varepsilon$ has a meaning beyond second order. Write $v_b=v_0+y$, $\|y\|=|b|$. For any $n'$ the definition of $F$ gives $E[v_b]\le F[n']+\int v_bn'$, so with $d=n'-n$
$$G^\varepsilon\le F[n']+\int v_0d+\int yd-\tfrac\varepsilon2\|y\|^2\le F[n']+\int v_0d+\frac{\|d\|^2}{2\varepsilon},$$
the last step from $\|d-\varepsilon y\|^2\ge0$. At the maximizer take $n'=n_b$. The first inequality is then an equality, and stationarity gives $d=\varepsilon y$, since both are orthogonal to constants, which makes the second one an equality too. Therefore $F^\varepsilon=\min_{n'}\{F[n']+\int v_0d+\|d\|^2/2\varepsilon\}$, the Moreau–Yosida envelope tilted by $v_0$. At $\lambda=0$ and $\varepsilon=10^{-2}$, direct minimization over $n'$ with the closed-form $T_s$ and the regularized maximization both give 0.18129797 Ha (tested to $10^{-8}$ Ha).

## A finite orbital basis

Let the wavefunction be built from $K$ orthonormal orbitals $\varphi_a$, with energy $E_K$ and objective $G_K$. The variational principle gives $E_K\ge E$, so $G_K(v^*)\ge F$ and the maximum of $G_K$ is no lower bound to $F$. For the $K=4$ lowest orbitals of $t+v^*$ the excess is $3.3\times10^{-3}$ Ha.

The singlet space has dimension $K(K+1)/2$, so the sum in $A$ has $K(K+1)/2-1$ terms and the rank cannot exceed that number, whatever $M$ is. Write $\psi=\sum C_{ab}\varphi_a\varphi_b$ with $C$ symmetric, and $m_{ab}=\langle\varphi_a|g|\varphi_b\rangle$. Acting on each electron in turn, $\hat g$ maps $C$ to $mC+Cm$. In natural orbitals $C$ is diagonal with entries $c_a$, and the image has elements $(c_a+c_b)m_{ab}$. At $\lambda=0$, $c=(1,0,\dots)$: the $(1,1)$ element is removed by $Q$, the virtual–virtual elements vanish, and the $K-1$ elements $m_{1a}$ remain, so the rank is at most $K-1$. At small $\lambda$, first-order theory gives $c_{a>1}=O(\lambda)$. On the subspace of potentials with $m_{1a}=0$ for all $a>1$, of codimension at most $K-1$, the vector $Q\hat g\psi$ is then $O(\lambda)$, and the min–max principle gives $\mu_K=O(\lambda^2)$ for eigenvalues counted downward.

At $\lambda=0$ (potential $v_s$, $M=30$) the spectrum is 1.5, 0.63, 0.10 and then zero to rounding; rank 3 was tested. At $\lambda=1$ (potential $v^*$) the tests require a nonzero fourth eigenvalue and zeros from the tenth on. The nine leading values run from 0.77 to $1.2\times10^{-10}$, a spread of $6\times10^9$ within the nonnull space. The ratio $\mu_4(0.02)/\mu_4(0.01)=4.05$ was tested against 4 to within 0.3. That the wide spread among the last six values also reflects near-dependence of the orbital products is a conjecture.

The null directions are not harmless. Split $n=n_\parallel+n_\perp$ relative to the span of the products $\varphi_a\varphi_b$ and take $w=-s\,n_\perp/\|n_\perp\|$. All matrix elements of $w$ vanish, so $E_K$ is unchanged for any $s$, while $-\int wn=s\|n_\perp\|$:
$$G_K(v+w)=G_K(v)+s\|n_\perp\| .$$
A constant part of $w$ cancels in $G_K$, so a complete potential basis contains this direction, and $\sup G_K=+\infty$ unless $n_\perp=0$. Here $\|n_\perp\|=9.04\times10^{-5}$ bohr$^{-1/2}$, and the tested rises are $9.04\times10^{-4}$ and $9.04\times10^{-3}$ Ha at $s=10$ and 100 Ha bohr$^{1/2}$. In the full space the step $s=10$ puts $G$ 4.29 Ha below $F$ (the sign was tested), because the electrons can respond to $w$. This is not the only runaway. The moments $\int g_tn_\Gamma$ of ensembles in the $K$-orbital space form a compact convex set; if the moments of $n$ lie outside it, some $w$ among the $g_t$ has $\int wn<\min_\Gamma\int wn_\Gamma$, and since $E_K[v+sw]\ge E_K[v]+s\min_\Gamma\int wn_\Gamma$ for $s>0$, $G_K$ grows at least linearly in $s$. This needs no direction orthogonal to the products, so it can occur for $M$ below $K(K+1)/2$ and for $n_\perp=0$. If $n_\perp=0$, the runaway along $n_\perp$ is absent, but the potential is undetermined along every $w$ orthogonal to the products. Such a $w$ exists among the $g_t$ and the constant once $M+1>K(K+1)/2$, by counting conditions, and $A$ is singular once $M$ exceeds its rank bound. The penalty restores a unique maximum, since $G_K-\tfrac\varepsilon2|b|^2$ is strictly concave and falls at large $|b|$; from $b=0$ along the runaway direction $|b|=ps$, where $p\le1$ is the norm of $n_\perp/\|n_\perp\|$ after its mean is removed, and $s\|n_\perp\|-\tfrac\varepsilon2p^2s^2$ peaks at $s=\|n_\perp\|/(\varepsilon p^2)$. The size of this artefact is fixed by $\varepsilon$, the target density and the orbital basis. It is only the component along one direction and does not bound the whole error of the potential; the other runaway directions also grow as $1/\varepsilon$ and can be many times larger.

## Calculated quantities

```
N=31 sites, h=0.4 bohr, singlet dimension=496, core sites (n>0.01)=18
E0=-1.98385433 Ha, int v*n=-2.80165591 Ha, gap w1=0.40379 Ha
T=0.20172332 Ha, W=0.61607826 Ha, U=1.32500622 Ha
n max=0.7283, n(-6)=8.592e-05, n(+6)=1.360e-05 1/bohr
k=1: grad -7.080343e-03 FD -7.080343e-03; Hess_kk -1.042106e-01 FD -1.042106e-01 a.u.
k=5: grad -2.659758e-02 FD -2.659758e-02; Hess_kk -3.212126e-01 FD -3.212126e-01 a.u.
k=20: grad 1.400038e-04 FD 1.400038e-04; Hess_kk -3.694904e-02 FD -3.694904e-02 a.u.
sum over states vs linear solve, max dev=1.9e-15 a.u.; G(b=0)=0.81600310 Ha
Newton decrements (Ha): 3.5e-03 7.6e-06 3.4e-10 1.8e-18 1.3e-28
F Lieb=0.8178015752 Ha, <T+W>=0.8178015752 Ha = 22.25351 eV
Ts Lieb=0.1813240503 Ha, Weizsaecker=0.1813240503 Ha = 4.93408 eV
max|v-v*|=1.1e-11 Ha, max|v-vs|=4.2e-12 Ha
EHx=U/2=0.66250311 Ha, Ec=-0.02602558 Ha = -0.70819 eV, Tc=0.02039927 Ha
vc range [-0.0534,0.0356] Ha, |b*|=0.0787 Ha bohr^1/2
lam: 0.0469 0.2308 0.5000 0.7692 0.9531
W_lam (Ha): 0.659502 0.648609 0.635060 0.623986 0.617583
int W dlam=0.63647752 Ha, F-Ts=0.63647752 Ha
M=2: F-F_M=6.756e-04 est 7.000e-04 Ha, dv core 6.5e-02 all 2.0e-01 Ha, cond 2.51e+00
M=4: F-F_M=1.820e-04 est 1.752e-04 Ha, dv core 3.8e-02 all 3.0e-01 Ha, cond 1.52e+02
M=8: F-F_M=4.883e-06 est 4.863e-06 Ha, dv core 8.9e-03 all 1.5e-01 Ha, cond 3.54e+03
M=16: F-F_M=6.717e-10 est 6.717e-10 Ha, dv core 2.0e-04 all 3.9e-03 Ha, cond 3.87e+04
offset x0.02, M=6: (F-F_M)/estimate=0.9997
mu max=8.2295e-01, min=3.8885e-06 1/(Ha bohr), cond(M=30)=2.12e+05
softest mode peaks at x=6.0 bohr, weight outside core=0.9899
tail bound: max(-g chi g/int n g^2)=4.2501 <= 2Ne/w1=9.9062 1/Ha
kinetic bound holds: a=0.4899 Ha, kappa=0.2132
q=1.013 1/bohr: A_kk=2.5669e-01, short-wave law 6.2109e-01, ratio 0.413
q=4.054 1/bohr: A_kk=5.1796e-02, short-wave law 4.9127e-02, ratio 1.054
q=5.067 1/bohr: A_kk=3.7035e-02, short-wave law 3.5860e-02, ratio 1.033
q=6.081 1/bohr: A_kk=2.9488e-02, short-wave law 2.8894e-02, ratio 1.021
q=7.094 1/bohr: A_kk=2.9321e-02, short-wave law 2.8828e-02, ratio 1.017
one-orbital inverse response, spread of residual=1.4e-13 Ha
noise |dn|=7.777e-08: |dv|=0.02012 pred 0.02000; stiffest mode 9.45e-08 a.u.
dF=1.907e-08 Ha, predicted 1.907e-08 Ha
eps=1e-02: F-Fe=2.604e-05 est 2.605e-05 Ha, |dn|=7.1e-04, dv core 2.0e-03 all 2.4e-02, cond 8.3e+01
eps=1e-04: F-Fe=2.972e-07 est 2.973e-07 Ha, |dn|=7.6e-06, dv core 4.1e-05 all 1.4e-02, cond 7.9e+03
eps=1e-06: F-Fe=3.091e-09 est 3.091e-09 Ha, |dn|=7.9e-08, dv core 4.0e-07 all 2.1e-03, cond 1.7e+05
offset x0.02, eps=1e-3: filter rel. error=0.0000, (F-Fe)/est=1.0000
lam=0, eps=1e-2: regularized Lieb=0.1812979685 Ha, envelope min over n=0.1812979685 Ha
K=4, lam=0 mu: 1.5e+00 6.3e-01 1.0e-01 8.1e-17
K=4, lam=1 mu: 7.7e-01 5.6e-01 1.1e-01 4.9e-03 1.1e-03 1.1e-04 1.1e-06 2.0e-07 1.2e-10 4.1e-17
mu_4(lam=0.02)/mu_4(lam=0.01)=4.048
G_K(v*)-F=3.3053e-03 Ha, |n_perp|=9.0446e-05 bohr^-1/2
|w|=10: rise of G_K=9.044595e-04 Ha, |w||n_perp|=9.044595e-04 Ha
|w|=100: rise of G_K=9.044595e-03 Ha, |w||n_perp|=9.044595e-03 Ha
same |w|=10 with full space: G-F=-4.2930 Ha
```
